\section*{Foster networks and the temperatures of chip layers}

\section*{Three pairs and three layers}

\textbf{Q.} My heated chip sits on two further layers. I described its junction temperature by three parallel resistor--capacitor pairs in series, a Foster network, and the agreement is perfect. Three pairs, three layers: surely the node after the first pair is the temperature of the second layer?

\textbf{A.} Let us take a stack whose layers we know and see what its pairs are. Let $T_k$ be the rise of layer $k$ above a fixed ambient temperature and $c_k$ its heat capacity. Resistance $r_k$ leads from layer $k$ to the next, and $r_3$ leads to ambient. Each layer is one lump, the properties do not depend on temperature, and power $P$ enters layer 1, the junction. Stored heat equals inflow minus outflow:
\begin{align}
c_1\dot T_1&=P-\frac{T_1-T_2}{r_1},\nonumber\\
c_2\dot T_2&=\frac{T_1-T_2}{r_1}-\frac{T_2-T_3}{r_2},\label{eq:balance}\\
c_3\dot T_3&=\frac{T_2-T_3}{r_2}-\frac{T_3}{r_3}.\nonumber
\end{align}
With $M=\mathrm{diag}(c_1,c_2,c_3)$ and $e_1=(1,0,0)^{\mathsf T}$ this reads $M\dot T+KT=Pe_1$. The matrix $K$ is symmetric, and
\begin{equation}
T^{\mathsf T}KT=\frac{(T_1-T_2)^2}{r_1}+\frac{(T_2-T_3)^2}{r_2}+\frac{T_3^2}{r_3}
\end{equation}
is positive unless every $T_k$ vanishes. There are therefore modes with
\begin{equation}
Kv_i=\lambda_iMv_i,\qquad v_i^{\mathsf T}Mv_j=\delta_{ij},\qquad \lambda_i>0 .
\end{equation}
Write $T=\sum_i q_iv_i$ and multiply the heat balance by $v_i^{\mathsf T}$. Orthogonality leaves
\begin{equation}
\dot q_i+\lambda_iq_i=Pv_{1i},
\label{eq:mode}
\end{equation}
where $v_{ki}$ is the component of mode $i$ in layer $k$.

\textbf{Q.} Where are my pairs?

\textbf{A.} The junction rise is $T_1=\sum_i\theta_i$ with $\theta_i=v_{1i}q_i$. Multiply (\ref{eq:mode}) by $v_{1i}$ and divide by $v_{1i}^2$:
\begin{equation}
C_i\dot\theta_i+\frac{\theta_i}{R_i}=P,\qquad
C_i=\frac1{v_{1i}^2},\quad R_i=\frac{v_{1i}^2}{\lambda_i},\quad
\tau_i=R_iC_i=\frac1{\lambda_i}.
\label{eq:pair}
\end{equation}
This is the equation of a parallel pair carrying heat flow $P$. The division is allowed: if $v_{1i}$ were zero, the first row of $Kv_i=\lambda_iMv_i$ would give $v_{2i}=0$, the second would give $v_{3i}=0$, and there would be no mode. Two modes cannot share a $\lambda$ either, since a combination of them would then have a zero first component. So there are three distinct pairs, but each belongs to a mode spread over the stack.

\section*{What the order changes}

\textbf{Q.} Modes or not, the pairs stand in a definite order in my circuit.

\textbf{A.} You chose that order. At an interior Foster node two pairs meet and nothing leads to ambient, so what leaves one pair enters the next, and every pair carries the full $P(t)$. By (\ref{eq:pair}), $\theta_i$ then depends on $P(t)$ and on its own $R_i$, $C_i$, not on its position. The junction rise is the sum of the $\theta_i$, and a sum has no order. This holds for any power history that starts with all $\theta_i=0$. In Laplace form, the junction rise per unit power is
\begin{equation}
Z(s)=\sum_i\frac{R_i}{1+s\tau_i}.
\label{eq:Z}
\end{equation}
An interior node is a partial sum, over the pairs between it and ambient, and that does depend on the order.

Take round parameters: $r_k=0.2$ K/W for each layer, capacities $0.05$, $0.1$ and $0.2$ J/K, and a step of $P=100$ W. Numerical diagonalization gives

\begin{center}
\begin{tabular}{lccc}
pair & fast & middle & slow\\
$R_i$ (K/W) & 0.051 & 0.094 & 0.455\\
$\tau_i$ (ms) & 5.7 & 15.9 & 88.4\\
$C_i$ (J/K) & 0.112 & 0.169 & 0.194
\end{tabular}
\end{center}

Three equal layer resistances have become three very unequal Foster resistances. For a step, (\ref{eq:pair}) gives $\theta_i=PR_i(1-e^{-t/\tau_i})$. After 20 ms the pairs carry $4.9$, $6.8$ and $9.2$ K, so the junction is at $4.9+6.8+9.2=20.9$ K in any order. The nodes, from the junction towards ambient, are:

\begin{center}
\begin{tabular}{lcc}
 & at 20 ms (K) & steady (K)\\
real layers & 20.9, 6.9, 1.1 & 60.0, 40.0, 20.0\\
Foster, fast first & 20.9, 16.0, 9.2 & 60.0, 54.9, 45.5\\
Foster, slow first & 20.9, 11.7, 4.9 & 60.0, 14.5, 5.1
\end{tabular}
\end{center}

\textbf{Q.} Perhaps one of the other four orders gives the layers.

\textbf{A.} None does, and the first moments after the step show why. Since $1-e^{-t/\tau_i}\approx t/\tau_i$ and $R_i/\tau_i=1/C_i$, an interior Foster node starts as
\begin{equation}
T_{\rm node}\approx Pt\sum_{i\in S}\frac1{C_i},
\end{equation}
with $S$ the set of pairs between it and ambient. Its slope is positive at once. In the stack, heat must first warm layer 1. To leading order $T_1\approx Pt/c_1$, and (\ref{eq:balance}) gives in turn
\begin{align}
\dot T_2&\approx\frac{T_1}{r_1c_2}=\frac{Pt}{r_1c_1c_2}
&&\Rightarrow\quad T_2\approx\frac{Pt^2}{2r_1c_1c_2},\\
\dot T_3&\approx\frac{T_2}{r_2c_3}=\frac{Pt^2}{2r_1r_2c_1c_2c_3}
&&\Rightarrow\quad T_3\approx\frac{Pt^3}{6r_1r_2c_1c_2c_3}.
\end{align}
Both start with zero slope, so no interior Foster node can follow either layer. At $50\,\mu$s the formula for layer 2 gives
\begin{equation}
T_2\approx\frac{100\times(5\times10^{-5})^2}{2\times0.2\times0.05\times0.1}\ \text{K}
=1.25\times10^{-4}\ \text{K},
\end{equation}
and the full solution gives $1.246\times10^{-4}$ K. A Foster node with just the slow pair below it is already at about $100\times5\times10^{-5}/0.194=0.026$ K.

\textbf{Q.} Yet the layers are built from the same modes. How does layer 2 manage a zero slope?

\textbf{A.} By negative amplitudes. For a step, (\ref{eq:mode}) gives $q_i=(Pv_{1i}/\lambda_i)(1-e^{-t/\tau_i})$, hence
\begin{equation}
T_k=P\sum_i a_{ki}\left(1-e^{-t/\tau_i}\right),\qquad a_{ki}=\frac{v_{ki}v_{1i}}{\lambda_i}.
\end{equation}
For layer 2 the amplitudes are $-0.0385$, $0.0351$ and $0.4034$ K/W, fast to slow. They add up to $0.400$ K/W, the resistance from layer 2 to ambient. With $\tau_i$ in ms, the initial slope is proportional to
\begin{equation}
\sum_i\frac{a_{2i}}{\tau_i}:\quad
-\frac{0.0385}{5.69}+\frac{0.0351}{15.91}+\frac{0.4034}{88.40}\approx0
\end{equation}
within rounding. A Foster node adds positive $R_i$ and has nothing to cancel with.

\section*{Where the heat is}

\textbf{Q.} The Foster capacitors store heat. Is that not the heat in the layers?

\textbf{A.} A layer's heat capacity refers to ambient: warming the layer takes in heat that has not yet left the stack. A Foster capacitor lies between two nodes, and what flows in on one side flows out on the other. The chain passes $P$ to ambient from the first instant and has no net store.

In the real stack, the outflow at 20 ms is $T_3/r_3\approx5.7$ W, not 100 W. By then $100\times0.020=2.000$ J has been supplied. Numerical integration of the outflow gives $0.035$ J delivered to ambient, so $1.965$ J remains. The layers account for it:
\begin{equation}
0.05\times20.89+0.1\times6.94+0.2\times1.13\approx1.965\ \text{J}.
\end{equation}

\textbf{Q.} Is there no case in which my reading works?

\textbf{A.} There is a limit in which it nearly does. Take two layers with $c_1\ll c_2$ and $r_1c_1\ll r_2c_2$. Once $t\gg r_1c_1$, layer 1 takes up hardly any of the power, so the flow through $r_1$ is nearly $P$:
\begin{equation}
T_1\approx T_2+Pr_1,\qquad c_2\dot T_2\approx P-\frac{T_2}{r_2}.
\end{equation}
The second equation is that of a pair $r_2$, $c_2$ carrying $P$. With the fast pair first, the interior node then approximates layer 2 once $t$ is many times $r_1c_1$. A relative offset of about $2r_1c_1/(r_2c_2)$ remains even in the steady state. In our stack neighbouring capacities differ by a factor of two, which is far from this limit.

\section*{Recovering the layers}

\textbf{Q.} Then the junction response has lost the layers?

\textbf{A.} Not if you know that the structure is a ladder of this kind, also called a Cauer network. Let $Z_2(s)$ be the impedance of everything from layer 2 to ambient, and $q$ the flow through $r_1$. Then $T_2=Z_2q$ and $T_1=(r_1+Z_2)q$. The junction balance $P=sc_1T_1+q$, divided by $T_1$, becomes
\begin{equation}
\frac1{Z(s)}=sc_1+\frac1{r_1+Z_2(s)}.
\end{equation}
At large $s$ the capacity of layer 2 makes $Z_2\to0$. So $c_1$ is the limit of $1/(sZ)$. Subtract $sc_1$, invert, and the limit of what remains is $r_1$. Subtract that, and $Z_2$ is left for the same treatment. From (\ref{eq:Z}), $sZ\to\sum_i1/C_i$, so the first step reads
\begin{equation}
\frac1{c_1}=\sum_i\frac1{C_i}:\qquad
\frac1{0.1121}+\frac1{0.1686}+\frac1{0.1943}\approx20.0\ \text{K/J},
\end{equation}
which gives $c_1=0.050$ J/K. Carried through with exact pairs, the procedure returns all three resistances and capacities. With fitted pairs the deeper elements are less certain: noise of $0.1$ K on the step response of this stack scatters $r_3$ by about $20\%$. It uses $Z$ alone, so the order of the pairs does not enter.

The order of real layers does matter. Exchange layers 2 and 3, and the junction is at $19.5$ K after 20 ms instead of $20.9$ K. The steady value stays at 60 K, because the resistances still add up to $0.6$ K/W.

\textbf{Q.} I only need the junction. May I put my heat sink at the end of the Foster chain?

\textbf{A.} No. The junction response was found with the end of the stack held at ambient, and a sink changes that. Let the sink have $r_s=0.4$ K/W to ambient and $c_s=0.5$ J/K, so $r_sc_s=200$ ms. At the end of the Foster chain it receives all 100 W at once. After 100 ms it has risen by $40(1-e^{-0.5})=15.7$ K, and the chain puts the junction at about $61$ K. The real ladder with the sink gives $45.9$ K, so the chain is too high by a third of the true rise.

The sign of the error is general for a power step from ambient. The rates $\dot T_k$ obey the heat balance without a source and start at zero or above. A rate that reaches zero beside non-negative neighbours is not driven below zero, so no layer cools. Adding the balances of the layers above the sink gives its inflow,
\begin{equation}
q_s=P-\sum_{k=1}^{3}c_k\dot T_k\le P ,
\end{equation}
and the real sink is never warmer than the one on the Foster chain. A warmer end can raise the junction by no more than the rise of that end, whereas the chain adds the whole sink rise at once. In the steady state $q_s=P$, and both give $100\times(0.6+0.4)=100$ K. The sink belongs at the end of the recovered ladder, and the result is exact when that ladder is the real structure.

\textbf{Q.} So I convert to a Cauer ladder and read off the layers.

\textbf{A.} Only if the heat really follows one path and each layer really acts as one lump. Take the path first. Let a chip of $0.05$ J/K feed two bodies side by side. Body $a$ has $0.1$ J/K, with $0.2$ K/W to the chip and $0.3$ K/W to ambient. Body $b$ has $0.5$ J/K, with $0.4$ and $0.2$ K/W. The same procedure yields a ladder with the same junction response and capacities $0.05$, $0.21$ and $2.06$ J/K. They total $2.32$ J/K, while the real parts total $0.65$ J/K. At 100 W the chip settles at $27.3$ K in both. The bodies settle at $16.4$ and $9.1$ K, the inner ladder nodes at $13.9$ and $3.6$ K.

The junction response cannot tell these two structures apart. One path is not enough either. Spread the resistance and capacity of our three layers evenly through their thickness. Three pairs still fit the junction to $0.15$ K between 1 ms and 1 s, but the ladder made from them has resistances of about $0.10$, $0.20$ and $0.31$ K/W and about half the real heat capacity, and with the sink attached it is some 4 K too high after 300 ms. That the ladder nodes are layers is knowledge you must bring from the construction of the device.

Numerical values quoted here were computed with a short program.
